# Density of States Gained by Coupling a Device to Leads, part 1

(Sections cited here and not found follow in the second part.)

## First half: the result from a determinant

### Definitions and conventions

A device D with $N$ orbitals is joined to leads L. The basis is orthonormal, and the one-particle Hamiltonian is Hermitian:

$$H=\begin{pmatrix}H_D&V\\V^\dagger&H_L\end{pmatrix}.$$

Atomic units are used in the algebra. Densities of states are per spin and per valley. The leads are finite at first and are made infinite later. Interactions may enter only through a mean field, and that field is held fixed: $H_D$, $H_L$ and $V$ do not depend on energy, and $H_L$ is the same matrix before and after the coupling.

For a complex energy $z=E+i\eta$ with $\eta>0$, define

$$g(z)=(z-H_L)^{-1},\qquad \Sigma(z)=Vg(z)V^\dagger,\qquad G(z)=\left(z-H_D-\Sigma(z)\right)^{-1}.$$

The matrix $g$ belongs to the leads alone. The self-energy $\Sigma$ carries their effect on the device. The matrix $G$ is the device block of $(z-H)^{-1}$. To see this, let $X$ and $Y$ be the device and lead parts of the first block column of $(z-H)^{-1}$. They obey

$$(z-H_D)X-VY=1,\qquad -V^\dagger X+(z-H_L)Y=0.$$

The second equation gives $Y=gV^\dagger X$. Inserted in the first, it gives $(z-H_D-\Sigma)X=1$, so $X=G$.

The density of states of a Hermitian matrix with eigenvalues $\varepsilon_n$ is $\rho(E)=\sum_n\delta(E-\varepsilon_n)$. Since

$$-\frac1\pi\,\mathrm{Im}\,\frac{1}{E+i\eta-\varepsilon_n}=\frac1\pi\,\frac{\eta}{(E-\varepsilon_n)^2+\eta^2}$$

is a peak of unit area that narrows to a delta function as $\eta\to0$, we have $\rho(E)=-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}(E+i0-H)^{-1}$.

The quantity sought is $\Delta\rho=\rho_{\text{device and leads}}-\rho_{\text{isolated leads}}$. The reference contains the leads and no device. The result to be derived is

$$\boxed{\Delta\rho(E)=\frac1\pi\,\frac{d}{dE}\,\mathrm{Im}\ln\det G(E+i0)}$$

where the phase of $\det G$ is followed continuously in $E$, and a jump of the phase is read as a delta function.

### First derivation

The determinant of $z-H$ is the product of its eigenvalues, $\det(z-H)=\prod_n(z-\varepsilon_n)$. Its logarithmic derivative is therefore the trace of the resolvent:

$$\frac{d}{dz}\ln\det(z-H)=\sum_n\frac{1}{z-\varepsilon_n}=\mathrm{Tr}(z-H)^{-1}.$$

The same holds for $H_L$, with trace $\mathrm{Tr}\,g$.

The determinant is now split into a lead factor and a device factor. Multiply $z-H$ from the right by a block-triangular matrix whose determinant is one:

$$\begin{pmatrix}z-H_D&-V\\-V^\dagger&z-H_L\end{pmatrix}\begin{pmatrix}1&0\\gV^\dagger&1\end{pmatrix}=\begin{pmatrix}z-H_D-\Sigma&-V\\0&z-H_L\end{pmatrix}.$$

The lower left block vanishes because $(z-H_L)g=1$. The determinant of a block-triangular matrix is the product of the determinants of its diagonal blocks, so

$$\det(z-H)=\det(z-H_L)\,\det(z-H_D-\Sigma)=\frac{\det(z-H_L)}{\det G(z)}.$$

Take the logarithm, differentiate, and subtract the lead trace:

$$\mathrm{Tr}(z-H)^{-1}-\mathrm{Tr}\,g(z)=-\frac{d}{dz}\ln\det G(z).$$

Applying $-\pi^{-1}\,\mathrm{Im}$ cancels the minus sign. For an analytic function the derivative with respect to $z$ equals the derivative along the real direction $E$, and the imaginary part may then be taken before differentiating. This gives the boxed formula at finite $\eta$, where every level is a Lorentzian, and $\eta\to0$ gives the formula itself.

The logarithm is well defined. All zeros of $\det(z-H)$ and $\det(z-H_L)$ are real, so $\det G$ has neither zeros nor poles for $\mathrm{Im}\,z>0$, and its phase can be continued through the upper half-plane without ambiguity.

A single uncoupled level $\varepsilon$ fixes the sign. There $G=1/(E-\varepsilon+i0)$, whose phase is $-\pi$ below the level and $0$ above it. It rises by $\pi$, and the formula gives $+\delta(E-\varepsilon)$. More generally, for $V\to0$ the change $\Delta\rho$ tends to the density of the isolated device, because the reference does not contain it.

### Infinite leads

For infinite leads both traces diverge, while their difference can stay finite. Consider a lead that is a chain of $M$ sites with level $E_0$ and hopping $-t$, where $t>0$, attached to the device by its first site. Write $z-E_0=-2t\cos k$ with $\mathrm{Im}\,k>0$. Expanding along the first row, the determinant $D_M$ of $z-H_L$ obeys

$$D_M=-2t\cos k\,D_{M-1}-t^2D_{M-2},\qquad D_0=1,\quad D_{-1}=0.$$

The solution is $D_M=(-t)^M\sin[(M+1)k]/\sin k$, because $2\cos k\sin Mk=\sin[(M+1)k]+\sin[(M-1)k]$. By Cramer's rule, the end-site element of $g$ is

$$g_M=\frac{D_{M-1}}{D_M}=-\frac1t\,\frac{\sin Mk}{\sin[(M+1)k]}=-\frac{e^{ik}}{t}\,\frac{1-e^{2iMk}}{1-e^{2i(M+1)k}}.$$

The factor $e^{2iMk}$ describes a wave that runs to the far end and back. It decays as $e^{-2M\,\mathrm{Im}\,k}$, so $g_M\to-e^{ik}/t$. Inside the band, a small $\eta$ gives $\mathrm{Im}\,k=\eta/v$ with $v=dE/dk=2t\sin k$.

The right side of the trace identity depends on the leads only through $\Sigma$, so it converges, and the left side converges with it. The order of limits matters: first $M\to\infty$ at fixed $\eta$, then $\eta\to0$. For other leads the requirement is that $\Sigma(z)$ converges for $\mathrm{Im}\,z>0$.

This was tested on a random Hermitian device of four orbitals. It was joined with hoppings of 0.7 and 1.2 eV to two chains of hopping 1 eV, at $\eta=0.08$ eV. The difference of traces from diagonalized chains of 400 sites agreed with the formula for infinite leads to $6\times10^{-11}\ \mathrm{eV^{-1}}$ at four energies between $-2.5$ and $1.7$ eV.

### Where the added states sit

For a small change of an invertible matrix $A$, $\det(A+dA)=\det A\,\det(1+A^{-1}dA)$, and to first order the last factor is $1+\mathrm{Tr}(A^{-1}dA)$. Hence $d\ln\det A=\mathrm{Tr}(A^{-1}dA)$. With $A=G^{-1}=z-H_D-\Sigma$ this gives

$$\Delta\rho=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\left[G\left(1-\frac{d\Sigma}{dE}\right)\right].$$

The first term is the density of states on the device orbitals. The second is the change inside the leads. To verify this, solve for the lead column of $(z-H)^{-1}$:

$$(z-H_D)X-VY=0,\qquad -V^\dagger X+(z-H_L)Y=1.$$

The second equation gives $Y=g+gV^\dagger X$. The first then becomes $(z-H_D-\Sigma)X=Vg$, so $X=GVg$ and $Y=g+gV^\dagger GVg$. The trace in the leads has changed by

$$\mathrm{Tr}(gV^\dagger GVg)=\mathrm{Tr}(GVg^2V^\dagger)=-\mathrm{Tr}\left(G\frac{d\Sigma}{dz}\right),$$

where the last step uses $dg/dz=-g^2$. If $\Sigma$ does not vary with energy, the lead term vanishes. One level with $\Sigma=-i\Gamma_0/2$ then gives a Lorentzian of full width $\Gamma_0$, which is also its density on the device. With an energy-dependent $\Sigma$ the two densities differ in general.

### Counting, bound states and band edges

Choose the branch of the logarithm whose phase vanishes as $E\to+\infty$, and define

$$\Phi(E)=N+\frac1\pi\,\mathrm{Im}\ln\det G(E+i0),\qquad \Delta\rho=\frac{d\Phi}{dE}.$$

For bounded $H_D$ and $V$, and leads with a bounded spectrum, $\Sigma\to0$ at large $|z|$ and $\det G\to z^{-N}$. Going from $E=+\infty$ to $E=-\infty$ along a large upper semicircle turns the phase of $z$ by $+\pi$ and that of $\det G$ by $-N\pi$. So $\Phi$ runs from $0$ to $N$: coupling adds as many states as the device has orbitals. For the random device above, integration from about $-4050$ to $4050$ eV gave 3.9999 states. The Lorentzian tails outside this range hold $4\times2\times0.08/(4050\pi)=5\times10^{-5}$ states, which accounts for the deficit.

A bound state outside the lead band is a real zero $E_b$ of $\det G^{-1}$. For one orbital, $G^{-1}\approx(1-\Sigma'(E_b))(z-E_b)$ near it, with $\Sigma'=d\Sigma/dE$. Outside the band $g$ is Hermitian and $\Sigma'=-Vg^2V^\dagger$ is negative, so the slope is positive and the phase rises by $\pi$. This is one state. Its weight on the device is $Z=1/(1-\Sigma')$, and the lead term supplies $-Z\Sigma'=1-Z$.

As an example, take a site at $-3$ eV between two half-infinite chains with $E_0=0$ and $t=1$ eV, joined by the same hopping. Removing the end site of a half-infinite chain leaves the same chain, so $g=1/(E-g)$ in these units. Below the band, the root with $|g|<1$ is $g=(E+\sqrt{E^2-4})/2$. Then

$$G^{-1}=E+3-2g=3-\sqrt{E^2-4},$$

which vanishes at $E_b=-\sqrt{13}=-3.606$ eV. The slope there is $-E_b/\sqrt{E_b^2-4}=\sqrt{13}/3$, so $Z=3/\sqrt{13}=0.832$. Diagonalizing a chain of 401 sites confirmed the energy and the weight.

Now give the joining site the level of the chains, so that the joined system is a uniform chain. Inside the band, for general $t$,

$$G^{-1}=-2t\cos k+2te^{ik}=2it\sin k.$$

The phase of $G$ is $-\pi/2$ throughout the band, hence $\Delta\rho=0$ there. Yet the density on the site is $1/(2\pi t\sin k)$, which is $0.161\ \mathrm{eV^{-1}}$ at $E=0.3$ eV for $t=1$ eV. The leads lose the same amount. The added state sits at the band edges: the phase is $-\pi$ below the band and $0$ above it, so each edge contributes half a state.

Finite chains show the same. The levels of 801 joined sites, minus those of two chains of 400 sites, counted up to 0.3 eV with a Lorentzian half-width of 0.05 eV, give 0.5012. The excess over one half comes from the smoothing. At $z=0.3+0.05i$ we have $G=1/\sqrt{z^2-4}$ with $z^2-4=-3.9125+0.03i$. This turns the phase of $G$ by $0.03/(2\times3.9125)$ from $-\pi/2$, and division by $\pi$ gives 0.0012.

### Nonorthogonal orbitals

Let the basis have a positive definite overlap matrix $O$. The levels are then the zeros of $\det(zO-H)=\det O\prod_n(z-\varepsilon_n)$, and the constant $\det O$ drops out of the logarithmic derivative. The elimination proceeds as before with

$$\Sigma(z)=(V-zO_{DL})\,(zO_L-H_L)^{-1}\,(V^\dagger-zO_{DL}^\dagger),\qquad G=(zO_D-H_D-\Sigma)^{-1}.$$

The energy $z$ is not conjugated in the last factor. The boxed formula keeps its form, with isolated leads described by $H_L$ and $O_L$. For a random device of three orbitals and leads of six, at $z=0.3+0.2i$ eV, it agreed with the generalized eigenvalues to $3\times10^{-10}\ \mathrm{eV^{-1}}$.

## Second half: the result from scattered waves

### Symbols and results carried over

The device has $N$ orbitals and Hamiltonian $H_D$. Its retarded Green function is $G=(E+i0-H_D-\Sigma)^{-1}$, where $\Sigma$ is the self-energy of the leads. The change $\Delta\rho$ is the density of states of device and leads together, minus that of the leads alone. The first half found $\Delta\rho=\pi^{-1}\,d\,\mathrm{Im}\ln\det G/dE=d\Phi/dE$, where $\Phi$ counts the added states below $E$. It also found the split into a device part, $-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}\,G$, and a lead part, $\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}(G\,d\Sigma/dE)$. A chain lead with level $E_0$ and hopping $-t$ has $E=E_0-2t\cos k$, velocity $v=2t\sin k$, and end-site Green function $g=-e^{ik}/t$.

The second derivation obtains $\Delta\rho$ afresh by counting standing waves, and brings in $G$ at the end.

### Second derivation: counting standing waves

Attach $C$ identical chain leads to the device. In lead $\alpha$ the sites are $n=1,2,\dots$, counted away from the device. At a real energy inside the band the wave is

$$\psi_\alpha(n)=a_\alpha e^{-ikn}+b_\alpha e^{ikn},\qquad b=Sa.$$

With $0<k<\pi$ the velocity is positive, so $a$ multiplies incoming and $b$ outgoing waves. An isolated lead has no site at $n=0$. Its waves obey $\psi_\alpha(0)=0$, so $b=-a$ and $S=-1$. This fixes the origin from which phases are measured.

Close every lead with a hard wall at $n=P$. The condition $\psi_\alpha(P)=0$ gives $b_\alpha=-e^{-2ikP}a_\alpha$, that is

$$Sa=-e^{-2ikP}a.$$

The matrix $S$ is unitary, as shown below, so its eigenvalues can be written $-e^{2i\delta_j}$ with real $\delta_j(E)$. The levels of the closed system obey

$$\theta_j(E)\equiv kP+\delta_j(E)=\pi m,\qquad m\ \text{integer}.$$

For the isolated leads $\delta_j=0$. For long leads $\theta_j'\approx P/v$ is positive, so each $m$ gives one level. Let $w(E)$ be a smooth window function that is nonzero only inside the band. Poisson's formula $\sum_m\delta(x-m)=\sum_l e^{2\pi ilx}$, with $x=\theta_j/\pi$, gives

$$\sum_m w(E_m)=\int dE\,w(E)\,\frac{\theta_j'(E)}{\pi}\sum_{l=-\infty}^{\infty}e^{2il\theta_j(E)}.$$

The terms with $l\neq0$ oscillate at a rate of about $2lP/v$ in energy and vanish as $P\to\infty$, provided $\delta_j$ is smooth within the window. The term $l=0$ remains. Subtracting $kP$ for the isolated leads removes the part that grows with length:

$$\Delta\rho=\frac1\pi\sum_j\frac{d\delta_j}{dE}=\frac{1}{2\pi i}\,\frac{d}{dE}\ln\det S.$$

The last step uses $\det S=(-1)^C\exp(2i\sum_j\delta_j)$. A scattering phase that rises with energy means that the levels of the closed system lie closer together.

The change in the density of states has now been obtained from $\det G$ and, inside the band and for smooth phases, from $\det S$. It remains to prove that $S$ is unitary, to connect it with $G$, to compare what the two derivations assume, and to apply the result to a nanowire transistor.

All numerical values are calculated from the stated model.
